# The smallest equilibrium period of a symmetric diblock copolymer

## The exercise

A melt consists of identical diblock chains. Each has $N$ segments of length $a$ and volume $v$, the first half of type A and the second half of type B. The chains are Gaussian: segments $i$ and $j$ of one chain are a mean square distance $|i-j|a^2$ apart. The volume fractions obey $\phi_A+\phi_B=1$ everywhere, and unlike contacts cost $\chi\,\phi_A\phi_B$ per segment volume. Energies are in units of $kT$. Use mean-field theory.

(a) At which $\chi N$ does the uniform melt first become unstable, and at which wavevector?

(b) For given $\chi$ and freely chosen $N$, what is the smallest equilibrium lamellar period?

(c) What happens to this period when $\chi$ is quadrupled?

(d) Evaluate the result for $a=0.7$ nm with $\chi=0.04$ and with $\chi=0.16$.

## Hints

1. Apply weak fields $U_A,U_B\propto\cos(\mathbf q\cdot\mathbf r)$ to the two kinds of segment and find the density response of a single chain.
2. Let the fields contain the contact energy and a pressure that keeps the density constant. A/B symmetry leaves one scalar equation.
3. Write the result in $x=q^2Na^2/6$ and $u=e^{-x/2}$. The derivative of the denominator is a perfect square.
4. The threshold fixes $\chi N$, so a given $\chi$ fixes $N$. Then ask how the period changes for longer chains.

## Solution

### (a) The instability

To first order in the fields, a chain has Boltzmann weight $1-\sum_j U_j(\mathbf r_j)$. If segment $i$ sits at $\mathbf r$, the average of $\cos(\mathbf q\cdot\mathbf r_j)$ is $\cos(\mathbf q\cdot\mathbf r)\,e^{-q^2a^2|i-j|/6}$, because each Cartesian component of the separation is Gaussian with variance $|i-j|a^2/3$. Summing over the A segments gives

$$\delta\phi_A=-S_{AA}U_A-S_{AB}U_B,\qquad S_{KK'}=\frac1N\sum_{i\in K}\sum_{j\in K'}e^{-q^2a^2|i-j|/6},$$

and likewise for B, with $S_{BB}=S_{AA}$. For long chains the sums become integrals over $i/N$ and $j/N$:

$$S_{AA}=2N\int_0^{1/2}\left(\tfrac12-\tau\right)e^{-x\tau}d\tau=\frac{N(x-2+2u)}{x^2},\qquad S_{AB}=\frac{N(1-u)^2}{x^2}.$$

The second is a product because every path from A to B passes the junction. Their difference is

$$S\equiv S_{AA}-S_{AB}=\frac{N D(x)}{x^2},\qquad D=x-3+4u-u^2 .$$

Now let a weak external field $V$ act on A and $-V$ on B. With the contact energy and a pressure $\xi$,

$$U_A=V+\chi\,\delta\phi_B+\xi,\qquad U_B=-V+\chi\,\delta\phi_A+\xi .$$

Constant density requires $0=\delta\phi_A+\delta\phi_B=-(S_{AA}+S_{AB})(U_A+U_B)$, so $U_B=-U_A$. With $\delta\phi\equiv\delta\phi_A=-\delta\phi_B$,

$$U_A=\tfrac12(U_A-U_B)=V-\chi\,\delta\phi,\qquad \delta\phi=-SU_A=-\frac{S\,V}{1-\chi S}.$$

The response diverges when $\chi S=1$, that is, when

$$\chi N=s(x)=\frac{x^2}{D(x)} .$$

The first instability lies at the minimum of $s$. Since $u'=-u/2$, we have $D'=1-2u+u^2=(1-u)^2$ and $D''=u(1-u)$. Then

$$s'=-\frac{x\,h}{D^2},\qquad h=xD'-2D,\qquad h'=xD''-D'=(1-u)(xu+u-1).$$

The bracket $xu+u-1$ vanishes at $x=0$ and has slope $u(1-x)/2$. It rises until $x=1$ and then falls towards $-1$, changing sign once. So $h$ starts at zero, rises, and then falls to $-\infty$; it has one positive root $x^*$, and there $s$ has its single minimum. Solving $h=0$ numerically gives

$$x^*=3.785,\qquad u^*=0.1507,\qquad q^*=\frac{\sqrt{6x^*}}{a\sqrt N}.$$

At the root $D=x^*(1-u^*)^2/2$, hence

$$s^*=\frac{2x^*}{(1-u^*)^2}=10.49 .$$

The minimum reflects two costs. At long wavelengths the blocks cannot separate far because they are joined; at short wavelengths the modulation restricts the chain conformations.

### (b) The smallest period

At threshold the period is $L=2\pi/q^*=2\pi a\sqrt{N/(6x^*)}=1.318\,a\sqrt N$. Inserting $N=s^*/\chi$ and the expression for $s^*$,

$$L_{\min}=2\pi a\sqrt{\frac{s^*}{6x^*\chi}}=\frac{2\pi}{\sqrt3\,(1-u^*)}\,\frac{a}{\sqrt\chi}=4.27\,\frac{a}{\sqrt\chi}.$$

Two points must be settled before this deserves the name of a minimum.

First, order must begin at $s^*$. For a weak modulation $\delta\phi=A\cos q^*z$, the energy per chain relative to the uniform melt is

$$F=-\tfrac12\varepsilon A^2+\tfrac14 gA^4,\qquad \varepsilon=\chi N-s^* .$$

The quadratic term is $N(1/S-\chi)\langle\delta\phi^2\rangle$: adding the source energy $2N\langle V\delta\phi\rangle$ and minimizing returns the response found above. A cubic term is absent because exchanging A and B turns $A$ into $-A$ at equal energy. To find $g$, the full mean-field equations were solved numerically for weak lamellae, with each chain a random walk in the fields that the average densities of all chains produce. Extrapolation to zero amplitude gives $g\approx9.8$. Since $g>0$, weak lamellae grow continuously from $s^*$, with $A^2=\varepsilon/g$. This expansion does not by itself exclude a jump to a strongly modulated state below $s^*$; the solution takes the continuous route as the transition.

Second, longer chains at the same $\chi$ must have longer periods. The same equations, with the period chosen to minimize the free energy, give:

| $\chi N$ | $L/(a\sqrt{N/6})$ | $L\sqrt\chi/a$ | peak $\phi_A$ |
|---|---|---|---|
| 10.49 | 3.23 | 4.27 | 0.50 |
| 11 | 3.30 | 4.47 | 0.71 |
| 12 | 3.43 | 4.85 | 0.83 |
| 14 | 3.63 | 5.54 | 0.92 |
| 20 | 4.05 | 7.39 | 0.98 |
| 30 | 4.48 | 10.01 | 1.00 |

The third column is the period at fixed $\chi$, and it rises throughout. For still longer chains a scaling argument continues the trend. An interface has width of order $a/\sqrt\chi$ and tension of order $a\sqrt\chi/v$, and the interfacial area per chain is of order $Nv/L$. The interfacial energy $\sqrt\chi\,aN/L$ competes with the stretching energy $L^2/(Na^2)$, which gives $L\sim a\chi^{1/6}N^{2/3}$, again increasing with $N$.

### (c) Quadrupling $\chi$

The smallest period halves, at fixed $a$ and $v$, provided that $N$ is also reduced to a quarter so that $\chi N$ stays at threshold. If $N$ is held fixed instead, the period grows, as the second column shows: raising $\chi N$ from 12 to 30 lengthens it by a factor $4.48/3.43=1.31$. A stronger repulsion stretches given chains; the benefit of large $\chi$ is that shorter chains can order.

### (d) Numbers

For $\chi=0.04$,

$$N=\frac{10.49}{0.04}\approx262,\qquad L_{\min}=\frac{4.27\times0.7\ \text{nm}}{0.2}=14.9\ \text{nm}.$$

For $\chi=0.16$, $N\approx66$ and $L_{\min}=4.27\times0.7\ \text{nm}/0.4=7.5$ nm. Replacing the integrals by sums over 66 discrete segments changes the coefficient 4.27 by about $-0.1\%$.

In mean field the modulation has zero amplitude at the threshold itself, so there is no pattern to etch. If a peak A fraction of 0.92 is required, the table gives $\chi N=14$ and $L=5.54\times0.7\ \text{nm}/0.2=19.4$ nm for $\chi=0.04$. The halving survives this demand, because in mean field $L\sqrt\chi/a$ depends on $\chi N$ alone.

## Variation 1: a period imposed by a template

*A guiding pattern imposes a period $L$ below the equilibrium value. For given $\chi$ and any $N$, how short can $L$ be if the uniform melt is still to be unstable at that period?*

Now $q=2\pi/L$ is fixed and $N=6x/(q^2a^2)$. Instability requires

$$\chi>\frac{s(x)}{N}=\frac{q^2a^2}{6}\,\frac{x}{D(x)} .$$

Because $x-D=3-4u+u^2=(1-u)(3-u)>0$, the last factor exceeds one; it tends to one for long chains. Therefore

$$L>\frac{2\pi}{\sqrt6}\,\frac{a}{\sqrt\chi}=2.57\,\frac{a}{\sqrt\chi},$$

or 9.0 nm for $\chi=0.04$. The equilibrium result is thus no bound on strained lamellae. Close to this limit, however, the chains are long and prefer a much longer period, and this calculation does not show that a template can hold them.

## Variation 2: fluctuations

*Estimate how thermal fluctuations change the threshold, with $v=0.15$ nm³.*

Let $\psi$ be the local deviation of $\phi_A$ from one half. A local quartic term $w\psi^4$ reproduces $gA^4/4$ if $w=2g/3$, since $\langle\cos^4\rangle=3/8$. Using it for waves in all directions is an approximation, because $g$ was found for parallel waves only. Near $q^*$, $s\approx s^*+c(q-q^*)^2$ with $c=2s''x^{*2}/q^{*2}$ and $s''(x^*)=0.481$. Write $\psi=A\cos q^*z+\eta$, where $\eta$ is Gaussian with inverse variance proportional to $r+c(q-q^*)^2$. The integral below grows linearly with the upper cutoff in $q$. That part hardly depends on $r$; it is dropped, which amounts to absorbing it into $\varepsilon$, so the $\chi$ of this section is an effective value. For a cutoff $\pi/a$ and the numbers used below, the dropped part is comparable to the peak. Keeping only the peak, which carries the $r^{-1/2}$ singularity,

$$G=\langle\eta^2\rangle=\frac{vN}{2}\int\!\frac{d^3q}{(2\pi)^3}\frac{1}{r+c(q-q^*)^2}\approx\frac{\beta}{\sqrt r},\qquad \beta=\frac{vNq^{*2}}{4\pi\sqrt c}.$$

The entropy and the $c$ term together form a function $K(G)$. For a purely quadratic energy $rG+K$ the minimum must lie at this $G$, so $K'=-r=-\beta^2/G^2$ and $K=\beta^2/G$. Averaging the quartic term gives $w(3A^4/8+3A^2G+3G^2)$, and the free energy per chain is

$$\Phi=-\tfrac12\varepsilon A^2+\tfrac14gA^4+2gA^2G+2gG^2-\varepsilon G+\frac{\beta^2}{G}.$$

Stationarity in $G$ gives $r=-\varepsilon+2gA^2+4gG$. In the ordered phase, stationarity in $A$ gives $\varepsilon=gA^2+4gG$, hence $r=gA^2$. Measuring $\varepsilon$, $gA^2$ and $gG$ in units of $(g\beta)^{2/3}$ removes all parameters from $g\Phi/(g\beta)^{4/3}$. Numerically, the two phases have equal $\Phi$ at $\varepsilon=5.12\,(g\beta)^{2/3}$. Inserting $q^*$ gives $\beta=2.32\,M^{-1/2}$ with $M=Na^6/v^2$, so

$$\chi N=10.49+41\,M^{-1/3}.$$

Solving for $N$, and keeping $L=1.318\,a\sqrt N$:

- $\chi=0.04$: $N\approx346$, $M\approx1800$, $\chi N\approx13.9$, $L\approx17$ nm.
- $\chi=0.16$: $N\approx98$, $M\approx510$, $\chi N\approx15.6$, $L\approx9$ nm.

The ratio of the periods is now about 1.9 instead of 2, because the shorter chains fluctuate more. These periods keep $q$ frozen at $q^*$; the mean-field equilibrium periods at the same chain lengths are about 19 and 10.6 nm, with ratio 1.8. At the transition $gA^2\approx2.67\,(g\beta)^{2/3}$, so $A\approx0.42$ in the first case and $A\approx0.52$ in the second, where the peak $\phi_A=\tfrac12+A$ exceeds one and the single-wave expansion has left its range. The shifts are about 32% and 49% of the mean-field threshold, too large for a leading-order estimate to be accurate; they indicate the direction and a rough size.

The values $a=0.7$ nm, $v=0.15$ nm³ and $\chi=0.04$ lie roughly in the regime of polystyrene-*block*-poly(methyl methacrylate) at annealing temperature; $\chi=0.16$ is a hypothetical stronger repulsion. Lithographic patterns from that polymer often have periods of roughly 20 to 30 nm, above the 15 nm of the mean-field threshold. Fluctuations and the need for contrast both act in this direction. In the estimates above each asks for $N\approx350$, where the period is about 17 nm if $q^*$ is kept and about 19 nm by the mean-field table. Real blocks also differ in segment size and chain length, and $\chi$ varies with temperature: a 10% lower $\chi$ raises $L_{\min}$ by about 5% if $N$ is readjusted to threshold.
